# The p1/2 spinor orbital has no fixed spin axis: test program

```python
# Result under test: the two-component spinor p1/2, m_j = 1/2 has
#   4 pi n = 1,  4 pi m = (sin 2t cos f, sin 2t sin f, cos 2t),  <sigma_z> = -1/3,
# where n = psi^dagger psi, m = psi^dagger sigma psi, t = polar angle, f = azimuth.
# Also tested: every state of the doublet, the rule <sigma_z> = +-2 m_j/(2l+1),
# which spinors have a fixed axis, and the small-component correction of a
# four-component Dirac 2p1/2 orbital in a point charge Z (hartree atomic units).
# Spinors are obtained by diagonalising J^2 and J_z in the product basis.
import numpy as np
from math import factorial
from scipy.constants import fine_structure
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lpmv

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def operators(l):
    """Orbital and total angular momentum; basis (m_l = -l..l) x (up, down)."""
    ml = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l * (l + 1) - ml[:-1] * (ml[:-1] + 1.0)), -1)
    orbital = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
               np.diag(ml.astype(float))]
    L = [np.kron(o, np.eye(2)) for o in orbital]
    J = [L[k] + np.kron(np.eye(2 * l + 1), PAULI[k]) / 2 for k in range(3)]
    return L, J


def coupled_state(l, j, mj):
    """Eigenvector of J^2 and J_z as an array [m_l index, spin index]."""
    _, J = operators(l)
    matrix = sum(a @ a for a in J) + 0.1 * J[2]   # small J_z term splits m_j
    values, vectors = np.linalg.eigh(matrix)
    target = j * (j + 1) + 0.1 * mj
    k = np.argmin(abs(values - target))
    assert abs(values[k] - target) < 1e-10
    return vectors[:, k].reshape(2 * l + 1, 2)


def harmonic(l, m, u, phi):
    a = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, u) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1) ** a * np.conj(y)


def densities(coef, u, phi):
    """Particle density and spin-density vector at cos(theta) = u."""
    l = (coef.shape[0] - 1) // 2
    psi = np.array([sum(coef[m + l, s] * harmonic(l, m, u, phi)
                        for m in range(-l, l + 1)) for s in (0, 1)])
    n = np.sum(abs(psi) ** 2, axis=0)
    vec = np.array([np.einsum('a...,ab,b...->...', psi.conj(), p, psi).real
                    for p in PAULI])
    return n, vec


# Quadrature grid on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(20)
azimuths = 0.1 + 2 * np.pi * np.arange(16) / 16
U, PHI = np.meshgrid(nodes, azimuths, indexing='ij')
W = np.outer(node_weights, np.full(16, 2 * np.pi / 16))
THETA = np.arccos(U)
RHAT = np.array([np.sin(THETA) * np.cos(PHI), np.sin(THETA) * np.sin(PHI), U])

# Local spin and averages of p1/2, m_j = 1/2
p_half = coupled_state(1, 0.5, 0.5)
n, vec = densities(p_half, U, PHI)
expected = np.array([np.sin(2 * THETA) * np.cos(PHI),
                     np.sin(2 * THETA) * np.sin(PHI), np.cos(2 * THETA)])
assert np.allclose(4 * np.pi * n, 1, atol=1e-12)
assert np.allclose(4 * np.pi * vec, expected, atol=1e-12)
mean_sigma = np.sum(vec * W, axis=(1, 2))
assert np.allclose(mean_sigma, [0, 0, -1 / 3], atol=1e-12)
L1, J1 = operators(1)
flat = p_half.reshape(-1)
mean_lz = (flat.conj() @ L1[2] @ flat).real
assert abs(mean_lz - 2 / 3) < 1e-12
spin_matrix = p_half.T @ p_half.conj()
spin_weights = np.linalg.eigvalsh(spin_matrix)
assert np.allclose(spin_weights, [1 / 3, 2 / 3], atol=1e-12)
weight_up = np.sum(abs(p_half[:, 0]) ** 2)
weight_down = np.sum(abs(p_half[:, 1]) ** 2)

# Every state of the doublet: direction field follows p = 2<J>
p_minus = coupled_state(1, 0.5, -0.5)
rng = np.random.default_rng(4)
for _ in range(5):
    amp = rng.normal(size=2) + 1j * rng.normal(size=2)
    amp /= np.linalg.norm(amp)
    state = amp[0] * p_half + amp[1] * p_minus
    f = state.reshape(-1)
    p = np.array([2 * (f.conj() @ a @ f).real for a in J1])
    _, v = densities(state, U, PHI)
    field = 2 * np.einsum('k,kij->ij', p, RHAT) * RHAT - p[:, None, None]
    assert np.allclose(4 * np.pi * v, field, atol=1e-11)
    assert np.allclose(np.sum(v * W, axis=(1, 2)), -p / 3, atol=1e-11)

# General mean value, and which spinors have a fixed axis
cases = fixed = 0
for l in range(4):
    for sign in ((1, -1) if l else (1,)):
        j = l + sign / 2
        for mj in np.arange(-j, j + 1):
            _, v = densities(coupled_state(l, j, mj), U, PHI)
            assert abs(np.sum(v[2] * W) - sign * 2 * mj / (2 * l + 1)) < 1e-11
            collinear = np.max(np.hypot(v[0], v[1])) < 1e-10
            assert collinear == (abs(abs(mj) - l - 0.5) < 1e-9)
            cases += 1
            fixed += int(collinear)

# Incoherent mixture of the same two spin components
up_part, down_part = p_half.copy(), p_half.copy()
up_part[:, 1] = 0
down_part[:, 0] = 0
mixture = densities(up_part, U, PHI)[1] + densities(down_part, U, PHI)[1]
assert np.allclose(mixture[2], vec[2], atol=1e-12)
assert np.max(abs(mixture[:2])) < 1e-12
u45 = np.cos(np.pi / 4)
mix45 = 4 * np.pi * np.linalg.norm(densities(up_part, u45, 0.0)[1]
                                   + densities(down_part, u45, 0.0)[1])
pure45 = 4 * np.pi * np.linalg.norm(densities(p_half, u45, 0.0)[1])
assert mix45 < 1e-12 and abs(pure45 - 1) < 1e-12

# Spin seen when only the z component is kept
collinear_spin = 4 * np.pi * quad(
    lambda u: abs(densities(p_half, u, 0.0)[1][2]), 0, 1, points=[u45])[0]
full_spin = np.sum(np.linalg.norm(vec, axis=0) * W)
assert abs(collinear_spin - (2 * np.sqrt(2) - 1) / 3) < 1e-9
assert abs(full_spin - 1) < 1e-12

# Dirac 2p1/2 orbital: outward and inward integration in x = ln r
C = 1 / fine_structure
KAPPA = 1


def integrate_radial(Z, E):
    """State (P, Q, integral of P^2, integral of Q^2) at the matching radius."""
    def rhs(x, y):
        r = np.exp(x)
        d = E + Z / r
        return [-KAPPA * y[0] + r * (d + 2 * C * C) / C * y[1],
                KAPPA * y[1] - r * d / C * y[0], r * y[0] ** 2, r * y[1] ** 2]
    gamma = np.sqrt(KAPPA ** 2 - (Z / C) ** 2)
    decay = np.sqrt(-E * (E + 2 * C * C)) / C
    start_out = [1, (gamma + KAPPA) * C / Z, 0, 0]
    start_in = [1, -decay * C / (E + 2 * C * C), 0, 0]
    x_match = np.log(4 / Z)
    ends = []
    for x0, y0 in ((np.log(1e-8 / Z), start_out), (np.log(80 / Z), start_in)):
        sol = solve_ivp(rhs, (x0, x_match), y0, method='DOP853',
                        rtol=1e-10, atol=1e-12)
        assert sol.success
        ends.append(sol.y[:, -1])
    return ends


def mismatch(E, Z):
    a, b = integrate_radial(Z, E)
    return (a[1] * b[0] - a[0] * b[1]) / (np.hypot(*a[:2]) * np.hypot(*b[:2]))


s_half = coupled_state(0, 0.5, 0.5)
s_mean = np.sum(densities(s_half, U, PHI)[1][2] * W)
dirac_rows = []
for Z in (20, 80):
    E = brentq(mismatch, -1.25 * Z * Z / 8, -0.9 * Z * Z / 8, args=(Z,), xtol=1e-9)
    a, b = integrate_radial(Z, E)
    large = a[2] / a[0] ** 2 - b[2] / b[0] ** 2   # inward integral is negative
    small = a[3] / a[0] ** 2 - b[3] / b[0] ** 2
    w = small / (large + small)
    mean = (1 - w) * mean_sigma[2] + w * s_mean
    v45 = (1 - w) * densities(p_half, u45, 0.0)[1] + w * densities(s_half, u45, 0.0)[1]
    tilt = np.degrees(np.arctan2(v45[0], v45[2]))
    length = 4 * np.pi * np.linalg.norm(v45)
    eps = np.sqrt((1 + np.sqrt(1 - (Z * fine_structure) ** 2)) / 2)
    assert abs(E / (C * C * (eps - 1)) - 1) < 1e-6
    assert abs(w - (1 - eps) / 2) < 1e-6
    assert abs(mean - (-1 / 3 + 2 * (1 - eps) / 3)) < 2e-6
    dirac_rows.append((Z, E, eps, w, mean, tilt, length))


def clean(x):
    return round(float(x), 4) + 0.0


print("Two-component p1/2, m_j = 1/2")
print(f"weight of spin up   = {weight_up:.6f} (dimensionless)")
print(f"weight of spin down = {weight_down:.6f} (dimensionless)")
print(f"mean sigma_z = {mean_sigma[2]:.6f} (dimensionless)")
print(f"mean l_z     = {mean_lz:.6f} hbar")
print(f"eigenvalues of reduced spin matrix = {spin_weights[0]:.6f}, {spin_weights[1]:.6f}")
print("Local spin at azimuth 0 (4 pi m, dimensionless; angles in degrees)")
print("theta   m_x      m_z      length   spin direction from z")
for deg in (0, 30, 45, 60, 90, 120, 135, 150):
    _, v = densities(p_half, np.cos(np.radians(deg)), 0.0)
    v = 4 * np.pi * v
    angle = np.degrees(np.arctan2(v[0], v[2])) % 360
    print(f"{deg:5d} {clean(v[0]):8.4f} {clean(v[2]):8.4f} "
          f"{np.linalg.norm(v):8.4f} {angle:8.1f}")
print(f"spin length at 45 degrees, spinor  = {pure45:.4f} (4 pi |m|)")
print(f"spin length at 45 degrees, mixture = {mix45:.4f} (4 pi |m|)")
print(f"integral of |m|   = {full_spin:.6f} (dimensionless)")
print(f"integral of |m_z| = {collinear_spin:.6f} (dimensionless)")
print(f"spinors checked for l = 0 to 3: {cases}, with fixed axis: {fixed}")
print("Dirac 2p1/2, m_j = 1/2, point charge Z")
for Z, E, eps, w, mean, tilt, length in dirac_rows:
    print(f"Z = {Z}: energy without rest energy = {E:.4f} hartree")
    print(f"  energy with rest energy / mc^2 = {eps:.6f}")
    print(f"  small-component norm w = {w:.6f}")
    print(f"  mean Sigma_z = {mean:.6f}")
    print(f"  radially integrated spin at theta = 45 degrees:")
    print(f"    direction from z = {tilt:.2f} degrees, length = {length:.4f}")
print("all tests passed")
```

It prints:

```
Two-component p1/2, m_j = 1/2
weight of spin up   = 0.333333 (dimensionless)
weight of spin down = 0.666667 (dimensionless)
mean sigma_z = -0.333333 (dimensionless)
mean l_z     = 0.666667 hbar
eigenvalues of reduced spin matrix = 0.333333, 0.666667
Local spin at azimuth 0 (4 pi m, dimensionless; angles in degrees)
theta   m_x      m_z      length   spin direction from z
    0   0.0000   1.0000   1.0000      0.0
   30   0.8660   0.5000   1.0000     60.0
   45   1.0000   0.0000   1.0000     90.0
   60   0.8660  -0.5000   1.0000    120.0
   90   0.0000  -1.0000   1.0000    180.0
  120  -0.8660  -0.5000   1.0000    240.0
  135  -1.0000   0.0000   1.0000    270.0
  150  -0.8660   0.5000   1.0000    300.0
spin length at 45 degrees, spinor  = 1.0000 (4 pi |m|)
spin length at 45 degrees, mixture = 0.0000 (4 pi |m|)
integral of |m|   = 1.000000 (dimensionless)
integral of |m_z| = 0.609476 (dimensionless)
spinors checked for l = 0 to 3: 32, with fixed axis: 8
Dirac 2p1/2, m_j = 1/2, point charge Z
Z = 20: energy without rest energy = -50.3366 hartree
  energy with rest energy / mc^2 = 0.997320
  small-component norm w = 0.001340
  mean Sigma_z = -0.331546
  radially integrated spin at theta = 45 degrees:
    direction from z = 89.92 degrees, length = 0.9987
Z = 80: energy without rest energy = -904.8478 hartree
  energy with rest energy / mc^2 = 0.951816
  small-component norm w = 0.024092
  mean Sigma_z = -0.301210
  radially integrated spin at theta = 45 degrees:
    direction from z = 88.59 degrees, length = 0.9762
all tests passed
```
